# Inelastic cotunnelling through a blockaded metallic grain

A metallic grain lies between two electron reservoirs, L and R, and exchanges electrons with each through a tunnel barrier. Its capacitance is so small that a change of its charge by one electron costs much more than the thermal energy. Electrons can then hardly stop on the grain, yet a current still flows. The problem is to find this current from the second-order tunnelling amplitude, its temperature dependence, and the range in which that dependence governs the measured conductance.

**Model and conventions.** Gaussian units are used, $e>0$, and $\tau=k_BT$. Adding an electron from the Fermi level of L to that of the grain costs $E_1>0$; taking one from the grain to R costs $E_2>0$. Single-particle energies $\varepsilon$ are measured from the Fermi level of their own electrode. The voltage $V$ has the sign for which an electron passing from L to R releases $w=eV$. The tunnelling Hamiltonian moves one electron at a time between a reservoir state and a grain state, with random elements $t$ whose mean square varies little near the Fermi level. Both junction conductances satisfy $G_L,G_R\ll e^2/\hbar$. The grain is in thermal equilibrium, and its orbital levels, each holding two spins, have mean spacing $\delta\ll\tau$ unless stated otherwise.

## (a) Tunnel elements and junction conductance

*Ignore charging for the moment. Relate the conductance $G_i$ of one junction to its tunnel elements.*

**Solution.** Define, with the sum over spin-orbitals $k$ of the reservoir and $p$ of the grain,

$$A_i=\sum_{kp}|t_{kp}|^2\,\delta(\varepsilon_k)\,\delta(\varepsilon_p).$$

Because $|t|^2$ and the densities of states are smooth, $\sum_{kp}|t_{kp}|^2F(\varepsilon_k,\varepsilon_p)=A_i\int d\varepsilon\,d\varepsilon' F(\varepsilon,\varepsilon')$. By the golden rule, electrons that gain $w$ tunnel at the rate

$$\Gamma_i(w)=\frac{2\pi}{\hbar}A_i\,P(w),\qquad P(a)=\int d\varepsilon\,f(\varepsilon)[1-f(\varepsilon+a)],$$

where $f$ is the Fermi function. The reverse rate has $f(\varepsilon+w)[1-f(\varepsilon)]$ in the integrand. In the difference the products cancel:

$$\int d\varepsilon\,[f(\varepsilon)-f(\varepsilon+w)]=w .$$

The net current is $e(2\pi/\hbar)A_i\,eV$, hence

$$G_i=\frac{2\pi e^2}{\hbar}A_i,\qquad A_i=\frac{\hbar G_i}{2\pi e^2}.$$

The function $P$ will be needed in closed form. Since $f/(1-f)=e^{-\varepsilon/\tau}$, we have $f(\varepsilon+a)[1-f(\varepsilon)]=e^{-a/\tau}f(\varepsilon)[1-f(\varepsilon+a)]$. Therefore $f(\varepsilon)-f(\varepsilon+a)=(1-e^{-a/\tau})f(\varepsilon)[1-f(\varepsilon+a)]$, and integration gives

$$P(a)=\frac{a}{1-e^{-a/\tau}},\qquad P(0)=\tau .$$

## (b) The two-step amplitude

*An electron goes from state $k$ in L to level $p$ of the grain, while another goes from a different level $p'$ to state $q$ in R. Find the second-order amplitude.*

**Solution.** The grain ends with its original charge but with an electron in $p$ and a hole in $p'$, which is why the process is called inelastic. Put $a=\varepsilon_p-\varepsilon_k$ and $b=\varepsilon_q-\varepsilon_{p'}$. Energy conservation requires $a+b=w$.

There are two orders of events. If $k\to p$ comes first, the intermediate state has one extra electron and lies $E_1+a$ above the initial state. If $p'\to q$ comes first, the grain lacks an electron and the intermediate state lies $E_2+b$ above it. The operators $c_p^\dagger c_k$ and $c_q^\dagger c_{p'}$ contain four different orbitals. Moving one product past the other takes four interchanges of fermion operators, an even number, so they commute and both orders have the same sign. With the denominator $E_{\rm initial}-E_{\rm intermediate}$,

$$M=-t_{kp}\,t_{p'q}\left[\frac1{E_1+a}+\frac1{E_2+b}\right].$$

The relative sign can be checked by exact diagonalization of the four-orbital problem. With $E_2=1.4E_1$, both tunnel elements equal to $0.01E_1$, and orbital energies within $0.08E_1$ of zero, chosen so that initial and final states are degenerate, the level splitting should be $2|M|$. The exact splitting divided by this value is 0.99971.

## (c) The rate

*Sum over all initial and final states.*

**Solution.** Each set $(k,p,p',q)$ is a distinct final state, so probabilities add. Part (a) converts the sum for each junction into $A_i$ times energy integrals. At fixed $a$ and $b$ these integrals are $P(a)$ and $P(b)$:

$$\Gamma(w)=\frac{2\pi}{\hbar}A_LA_R\int da\,P(a)P(w-a)\left[\frac1{E_1+a}+\frac1{E_2+w-a}\right]^2,$$

$$\frac{2\pi}{\hbar}A_LA_R=\frac{\hbar G_LG_R}{2\pi e^4}.$$

The integral is meant over energies $|a|$ well below the charging costs. The poles at larger $|a|$ signal real, not virtual, charging, which part (f) treats separately.

The continuum sum also includes $p=p'$ with equal spin, which is not an inelastic event. To size this error at $w=0$ and constant denominators, give each spin-orbital the energy width $\delta/2$. The unwanted terms are then

$$\left(\frac\delta2\right)^2\frac2\delta\int d\varepsilon\,f(1-f)\,P(0)=\frac{\delta\tau^2}{2}.$$

The full integral is $2\pi^2\tau^3/3$, as part (d) will show, so the relative error is $3\delta/(4\pi^2\tau)$. An explicit sum over equally spaced levels, with grand-canonical occupations and the Fermi level midway between two levels, gives 0.9975 of the continuum value at $\tau=30\delta$, as this estimate predicts. At $\tau=0.05\delta$ the same sum gives $2.8\times10^{-3}$, but this is not the value for a blockaded grain: it comes from fluctuations of the electron number, which the blockade forbids. With the number fixed, an even grain must pay $\delta$ for an electron-hole pair, and the inelastic rate becomes exponentially small. An odd grain has a singly occupied level whose spin can be reversed at no cost. This process alone gives $(\delta/2)^2\tau$ in place of $2\pi^2\tau^3/3$, a ratio of $3\delta^2/(8\pi^2\tau^2)\approx15$. The continuum result can thus fail in either direction, which is why the condition $\tau\gg\delta$ is needed.

## (d) Current and linear conductance at low energy

*Let $\tau$ and $|w|$ be much smaller than $E_1$ and $E_2$. Find $I(V)$ and the linear conductance.*

**Solution.** The relevant $a$ are of order $\tau$ or $w$, so the bracket becomes the constant

$$S=\frac1{E_1}+\frac1{E_2}.$$

There remains $J(w)=\int da\,P(a)P(w-a)$. Let $n(x)=1/(e^{x/\tau}-1)$. Then $P(a)=a[1+n(a)]$ and $[1+n(a)]e^{-a/\tau}=n(a)$. With $b=w-a$ it follows that

$$(1-e^{-w/\tau})[1+n(a)][1+n(b)]=1+n(a)+n(b).$$

Since $n(-x)=-1-n(x)$, the right side equals $n(a)-n(a-w)$. Thus

$$J(w)=\frac{K(w)}{1-e^{-w/\tau}},\qquad K(w)=\int da\,a(w-a)\,[n(a)-n(a-w)].$$

Split $n(x)=-\theta(-x)+m(x)$, where $\theta$ is the step function and $m(x)={\rm sgn}(x)\,n(|x|)$ is odd and decays exponentially. For $w>0$ the step functions confine $a$ to the interval from 0 to $w$ and give

$$\int_0^w a(w-a)\,da=\frac{w^3}{6};$$

for $w<0$ the same expression results. In the term with $m(a)$, the part $-a^2m(a)$ is odd and vanishes, leaving

$$w\int da\,a\,m(a)=2w\int_0^\infty\frac{a\,da}{e^{a/\tau}-1}=2w\tau^2\sum_{j\ge1}\frac1{j^2}=\frac{\pi^2\tau^2w}{3}.$$

In the term with $-m(a-w)$, put $a=w+x$. The factor $a(w-a)$ becomes $-(w+x)x$, and the two minus signs leave $\int(wx+x^2)m(x)dx=\pi^2\tau^2w/3$ again. Altogether

$$K(w)=\frac{w\,(w^2+4\pi^2\tau^2)}{6}.$$

The limit $w\to0$ gives $J(0)=2\pi^2\tau^3/3$, the value used in part (c).

The reverse transfer has rate $\Gamma(-w)$; the change of the charging costs with bias is negligible here. Because $K$ is odd and $1/(1-e^{-w/\tau})+1/(1-e^{w/\tau})=1$, we have $J(w)-J(-w)=K(w)$. The current $I=e[\Gamma(w)-\Gamma(-w)]$ is therefore

$$I=\frac{\hbar G_LG_R}{12\pi e^2}\,S^2\,V\left[(eV)^2+(2\pi\tau)^2\right],$$

and for $eV\ll2\pi\tau$

$$\boxed{G_{\rm in}=\frac{\pi\hbar}{3e^2}\,G_LG_R\left(\frac1{E_1}+\frac1{E_2}\right)^2(k_BT)^2}$$

The two powers of temperature count phase space. The event leaves two electron-hole pairs, one for each junction, and thermal energy limits how many such pairs are available. There is no activation factor because the charged state is only virtual. At $eV=2\pi\tau$ the ratio $I/V$ is twice its linear value.

## (e) First thermal correction

*Keep the energy dependence of the denominators and find the next term in $\tau/E$.*

**Solution.** Take any forward event and run it backwards. The intermediate states are the same and the end states have equal energy, so $|M|^2$ is unchanged. The occupation factors change by $e^{-(a+b)/\tau}=e^{-w/\tau}$. Hence $I=e\Gamma(w)(1-e^{-w/\tau})$, and to first order in $V$

$$G=\frac{e^2}{\tau}\Gamma(0).$$

At $w=0$ the weight is $P(a)P(-a)=a^2/[4\sinh^2(a/2\tau)]$, which is even in $a$. The bracket is

$$\frac1{E_1+a}+\frac1{E_2-a}=\frac{E_1+E_2}{(E_1+a)(E_2-a)}=\frac{S}{(1+a/E_1)(1-a/E_2)}.$$

Its square is $S^2(1-2a/E_1+3a^2/E_1^2-\dots)(1+2a/E_2+3a^2/E_2^2+\dots)$. The linear terms integrate to zero. The coefficient of $a^2$ is $3/E_1^2+3/E_2^2-4/(E_1E_2)$.

For the mean of $a^2$, use $1/[4\sinh^2(x/2)]=\sum_{j\ge1} j\,e^{-jx}$ for $x>0$:

$$\frac{\langle a^2\rangle}{\tau^2}=\frac{\sum_j j\cdot 24/j^5}{\sum_j j\cdot 2/j^3}=\frac{24\,\pi^4/90}{2\,\pi^2/6}=\frac{4\pi^2}{5}.$$

The conductance of part (d) is thus multiplied by

$$1+\frac{4\pi^2}{5}\tau^2\left[\frac3{E_1^2}+\frac3{E_2^2}-\frac4{E_1E_2}\right],$$

which is $1+(8\pi^2/5)(\tau/E)^2$ for $E_1=E_2=E$. The large coefficient means that $\tau<E$ is far from sufficient for a quadratic law.

## (f) Competing channels

*Find the elastic and the thermally activated conductance, and the temperatures at which each equals $G_{\rm in}$.*

**Solution: elastic cotunnelling.** Here one electron is transferred coherently and the grain is left unexcited. An empty level $p$ contributes an amplitude of size $|t_Lt_R|/(E_1+\varepsilon_p)$, and a filled one $|t_Lt_R|/(E_2+|\varepsilon_p|)$. With independent random phases the cross terms average out:

$$\langle|M_{\rm el}|^2\rangle=\frac{|t_L|^2|t_R|^2}{\delta}\left[\int_0^\infty\frac{d\varepsilon}{(E_1+\varepsilon)^2}+\int_0^\infty\frac{d\varepsilon}{(E_2+\varepsilon)^2}\right]=\frac{|t_L|^2|t_R|^2S}{\delta}.$$

Let $\nu_i$ be the reservoir density of states per spin. Part (a) gives $G_i=(4\pi e^2/\hbar)\nu_i|t_i|^2/\delta$, the factor 2 for spin being included. Applied to the effective element between L and R, it gives

$$G_{\rm el}=\frac{4\pi e^2}{\hbar}\nu_L\nu_R\frac{|t_L|^2|t_R|^2S}{\delta}=\frac{\hbar G_LG_R\,\delta\,S}{4\pi e^2}.$$

This does not depend on temperature for $\tau\ll E_1,E_2$. Setting $G_{\rm el}=G_{\rm in}$ gives

$$k_BT_{\rm el}=\left(\frac{3\delta}{4\pi^2S}\right)^{1/2}.$$

For $E_1=E_2=E$ this is $\sqrt{3\delta E/8\pi^2}\approx0.195\sqrt{\delta E}$. It exceeds $\delta$ when $E>8\pi^2\delta/3\approx26\,\delta$, and its ratio to $\delta$ grows only as $\sqrt{E/\delta}$.

**Solution: sequential tunnelling.** Now the grain is really charged. From (a), the rate over a junction at cost $u\gg\tau$ is $(G_i/e^2)\,u\,e^{-u/\tau}$, and the return rate is $(G_i/e^2)\,u$. Let the bias lower the cost from L to $E_1-w_L$ and raise that from R to $E_1+w_R$, with $w_L+w_R=w$. Write the probability ratio of the charged and neutral states as $e^{-E_1/\tau}(1+y)$. To first order, the flow in from L and the flow out to R are

$$\frac{G_L}{e^2}E_1e^{-E_1/\tau}\left(\frac{w_L}{\tau}-y\right),\qquad \frac{G_R}{e^2}E_1e^{-E_1/\tau}\left(\frac{w_R}{\tau}+y\right).$$

In the steady state they are equal. Eliminating $y$ gives the series combination of $G_L$ and $G_R$, driven by $w/\tau$. The state with a missing electron contributes likewise:

$$G_{\rm seq}=\frac{G_LG_R}{G_L+G_R}\left[\frac{E_1}{\tau}e^{-E_1/\tau}+\frac{E_2}{\tau}e^{-E_2/\tau}\right].$$

For equal junctions and $E_1=E_2=E$, the condition $G_{\rm seq}=G_{\rm in}$ reads

$$e^{-E/\tau}=\frac{4\pi}{3}\,\frac{\hbar G}{e^2}\left(\frac{\tau}{E}\right)^3.$$

The quadratic law thus describes the inelastic channel for $\delta\ll\tau\ll E$, but the total conductance follows it at best between these two crossovers.

## (g) A grain of tin-doped indium oxide

*Take a grain of diameter $d=30$ nm, electron density $n=5\times10^{20}$ cm$^{-3}$, effective mass $0.35\,m$ and effective dielectric constant $\kappa=4$, with two junctions of 250 kΩ, at 8 K. Find the conductance and judge the approximations.*

**Solution.** An isolated sphere has capacitance $\kappa d/2$. The added capacitance to the electrodes is neglected here, which requires that they face only a small part of the surface. With no offset charge, $E_1=E_2=E=e^2/(\kappa d)=12.0$ meV, or 139 K. The Fermi energy is $E_F=0.656$ eV. A free-electron band has $3n/(4E_F)$ states per spin, energy and volume. The grain holds $n\pi d^3/6\approx7070$ electrons, so

$$\delta=\frac{4E_F}{3\times7070}=0.124\ \text{meV}\quad(1.44\ \text{K}).$$

At 8 K, $\tau/E=0.0575$ and $\tau/\delta=5.57$. Each junction has $\hbar G/e^2=0.0164$. Relative to the series conductance $G/2=2.00\times10^{-6}$ S,

$$\frac{G_{\rm in}}{G/2}=\frac{8\pi}{3}\,\frac{\hbar G}{e^2}\left(\frac{\tau}{E}\right)^2=4.54\times10^{-4},$$

so $G_{\rm in}=9.1\times10^{-10}$ S, a resistance of 1.1 GΩ.

The elastic crossover is at $\sqrt{3\delta E/8\pi^2}=0.238$ meV, or 2.8 K. The sequential one is at 14.8 K, only about a tenth of $E/k_B$. Within this narrow window the logarithmic slope of the total conductance has no plateau at 2: with the first thermal correction included, it is 1.38 at 4 K, 1.91 at 8 K and 3.39 at 12 K. Higher terms in $\tau/E$ are positive for equal costs, but the series is only asymptotic. Evaluating the full integral of part (c) as a finite part at its poles raises the last two values to about 1.96 and 3.48. The value at 8 K can be resolved by weighting each channel's slope with its conductance. In units of $10^{-10}$ S, the quadratic term is 9.09 (slope 2), its thermal correction 0.47 (slope 4), the elastic term 1.08 (slope 0), and the sequential term 0.019 (slope $E/\tau-1=16.4$):

$$\frac{2(9.09)+4(0.47)+16.4(0.019)}{9.09+0.47+1.08+0.019}=1.91 .$$

A slope close to 2 is therefore partly a balance of opposing corrections.

**Sizes of the neglected effects.** At 8 K the thermal correction is 5% of $G_{\rm in}$ and the elastic channel 12%. For equally spaced levels, discreteness removes 1.4%, in agreement with the estimate of part (c). The irregular spacings of a real grain add a grain-to-grain scatter that this figure does not include and that can be larger. The bias must stay well below 4.3 mV, where $I/V$ doubles.

Virtual tunnelling also lowers the charging cost. At zero temperature, a state from which a tunnelling event costs $u$ is shifted by $-\alpha\int_0^\infty a\,da/(a+u)$, with $\alpha=A_L+A_R=\hbar G/(\pi e^2)$. The costs are $3E$ and $-E$ for the charged grain, and $E$ twice for the neutral one. Writing $a/(a+u)=1-u/(a+u)$, the difference of the shifts is, as a principal value,

$$-\alpha E\left[\ln\frac{|a-E|(a+E)^2}{(a+3E)^3}\right]_0^\infty=-3\ln3\;\alpha E,$$

which is 1.7% of $E$. Because $E$ enters $G_{\rm seq}$ in an exponent, this small shift alone raises $G_{\rm seq}$ by about 30% at 8 K and 20% at 12 K, lifts the slope at 12 K from 3.39 to about 3.56, and moves the upper crossover from 14.8 K to 14.5 K. Keeping instead the first thermal correction in $G_{\rm in}$ moves that crossover to 15.2 K. Other terms of the same order in $G$ are not included, so the upper crossover is fixed only to about half a kelvin and the slope at 12 K to about 0.2.

The elastic estimate assumes that an electron explores the grain within the time $\hbar/E$. For a mean free path of 5 nm the Thouless energy $\pi^2\hbar D/d^2$, with $D$ the diffusion constant, is 9.8 meV; the slowest diffusion mode of a sphere, $\hbar D\,(2.08)^2/(d/2)^2$, gives 17 meV. Either value is comparable with $E$ and not much larger. Moreover, the formula for $G_{\rm el}$ is an average over random tunnel elements, and if only a few channels contribute in each junction, the value for a single grain can differ from it by as much as the average itself. For both reasons $G_{\rm el}$ and the lower crossover are estimates of order of magnitude.

**Comparison with a real film.** The parameters are rough typical values for granular tin-doped indium oxide, and junction resistances can differ widely from the one chosen. The assumption of equal charging costs fails if trapped charges in the surrounding oxide shift the grain potential. An offset of $0.25e$ changes the costs to $0.5E$ and $1.5E$. At fixed temperature this multiplies $G_{\rm in}$ by 1.78, to $1.6\times10^{-9}$ S. The lower cost is now 69.7 K, and its sequential term at 8 K is $2.00\times10^{-6}\times8.7\,e^{-8.7}\approx2.9\times10^{-9}$ S. Activation then exceeds inelastic cotunnelling, and the quadratic window has closed from above at this temperature. Neighbouring grains and extended electrodes also add capacitance. A single flat electrode 2 nm from the sphere would already halve $E$. With all else fixed, the formula for $G_{\rm in}$ would then give four times the value, but the upper crossover, which is proportional to $E$, would fall to 7.4 K, and at 8 K activation would exceed inelastic cotunnelling. Moreover, neighbours of similar size are themselves blockaded and are not reservoirs. The formulas therefore apply to a small grain between large ones or between contacts, with charging costs taken for the actual geometry, and not directly to the resistance of a whole film. At 300 K, $\tau/E=2.15$ and only a weak remnant of the blockade is left: with all charge states included, sequential tunnelling gives a conductance about 14% below $G/2$, and the present calculation does not apply. The numerical output lists the channels at further temperatures.

## Computed results

```
INPUTS (rough typical values)
grain diameter = 30 nm
electron density = 5.0e+20 cm^-3
effective mass = 0.35 m
effective dielectric constant = 4.0
junction resistance, each = 250 kOhm
mean free path = 5 nm
temperature = 8.0 K
GRAIN
Fermi wave number = 2.455 nm^-1
Fermi energy = 0.656 eV
charging cost E1 = E2 = 12.00 meV = 139.3 K
level spacing delta = 0.1238 meV = 1.44 K
thermal energy = 0.6894 meV
kT/E = 0.0575, kT/delta = 5.57
hbar G/e^2 per junction = 0.01643
RESULTS
G_in = 9.088e-10 S, resistance = 1.100 GOhm
series conductance without blockade = 2.000e-06 S
G_in / series conductance = 4.544e-04
elastic-inelastic crossover = 2.76 K
inelastic-sequential crossover = 14.82 K
T (K) | G_in (S) | thermal corr. | G_el (S) | G_seq (S) | exponent
 2.0 | 5.680e-11 | 0.0033 | 1.079e-10 | 1.610e-34 | 0.69
 4.0 | 2.272e-10 | 0.0130 | 1.079e-10 | 1.059e-19 | 1.38
 6.0 | 5.112e-10 | 0.0293 | 1.079e-10 | 7.734e-15 | 1.71
 8.0 | 9.088e-10 | 0.0521 | 1.079e-10 | 1.920e-12 | 1.91
10.0 | 1.420e-09 | 0.0814 | 1.079e-10 | 4.992e-11 | 2.33
12.0 | 2.045e-09 | 0.1173 | 1.079e-10 | 4.237e-10 | 3.39
16.0 | 3.635e-09 | 0.2085 | 1.079e-10 | 5.781e-09 | 5.33
NEGLECTED EFFECTS at the example temperature
thermal correction to G_in = 5.21 percent
elastic / inelastic = 11.88 percent
sequential / inelastic = 2.11e-03
level sum / continuum = 0.9864
bias that doubles I/V = 4.33 mV
G_in factor for offset charge 0.25 e = 1.778
lowering of E by virtual tunnelling = 1.72 percent
kT / Fermi energy = 1.05e-03
Thouless energy pi^2 hbar D/d^2 = 9.77 meV
kT/E at 300 K = 2.15
TESTS
amplitude: exact / formula = 0.99971
level sum / law at kT = 30 delta: 0.9975
level sum / law at kT = 0.05 delta: 2.76e-03
```
